\section*{Graphene's First Landau-Level Spacing at 10 Tesla}

\section*{Question}

A graphene sheet is the channel of a gated device, in a uniform magnetic field $B>0$ perpendicular to the sheet. Electrons have charge $-e$, with $e>0$. Near one of the two Dirac points (valleys), the independent-electron Hamiltonian is
\begin{equation}
H=v(\sigma_x\pi_x+\sigma_y\pi_y),\qquad
\boldsymbol\pi=\mathbf p+e\mathbf A,\qquad
B=\partial_xA_y-\partial_yA_x .
\end{equation}
The Pauli matrices act on the amplitudes $(\psi_A,\psi_B)$ on the two sublattices, and energy is measured from the Dirac point. Spin splitting, disorder, a sublattice energy difference and explicit Coulomb interactions are left out until part (f). The band velocity is $v=1\times10^6$ m/s, understood as the effective velocity at the field of interest.

\begin{enumerate}
\item[(a)] Express $H$ through ladder operators.
\item[(b)] Find the energies and eigenstates.
\item[(c)] Calculate the spacing between the zeroth and first levels at 10 T.
\item[(d)] Construct the two states explicitly in a convenient gauge, and explain why each level is degenerate.
\item[(e)] Find the leading correction to the spacing from the honeycomb lattice with nearest-neighbour hopping.
\item[(f)] Assess the other neglected effects for graphene encapsulated in hexagonal boron nitride.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Ladder operators}

The components of $\mathbf p$ commute with each other, as do those of $\mathbf A$. The mixed terms give
\begin{align}
[\pi_x,\pi_y]&=e[p_x,A_y]+e[A_x,p_y]\nonumber\\
&=-i\hbar e\,\partial_xA_y+i\hbar e\,\partial_yA_x=-i\hbar eB .
\end{align}
This holds in every gauge. Define
\begin{equation}
a=\frac{\pi_x-i\pi_y}{\sqrt{2\hbar eB}},\qquad
a^\dagger=\frac{\pi_x+i\pi_y}{\sqrt{2\hbar eB}} .
\end{equation}
Then
\begin{equation}
[a,a^\dagger]=\frac{i[\pi_x,\pi_y]-i[\pi_y,\pi_x]}{2\hbar eB}
=\frac{2i(-i\hbar eB)}{2\hbar eB}=1 .
\end{equation}
The upper right element of $\sigma_x\pi_x+\sigma_y\pi_y$ is $\pi_x-i\pi_y$ and the lower left element is $\pi_x+i\pi_y$. Hence
\begin{equation}
H=\varepsilon\begin{pmatrix}0&a\\a^\dagger&0\end{pmatrix},
\qquad \varepsilon=v\sqrt{2e\hbar B}.
\label{eq:ladder}
\end{equation}

\subsection*{(b) Energies and eigenstates}

Squaring the matrix removes its off-diagonal elements:
\begin{equation}
H^2=\varepsilon^2\begin{pmatrix}aa^\dagger&0\\0&a^\dagger a\end{pmatrix}
=\varepsilon^2\begin{pmatrix}N+1&0\\0&N\end{pmatrix},
\qquad N=a^\dagger a .
\end{equation}
The commutator $[a,a^\dagger]=1$ and the non-negative norm of $a|\psi\rangle$ give $N$ the oscillator eigenvalues $n=0,1,2,\ldots$, so $E^2=\varepsilon^2n$.

At zero energy the two rows of $H\Psi=0$ require $a\psi_B=0$ and $a^\dagger\psi_A=0$. The first is solved by $\psi_B=|0\rangle$. For the second,
\begin{equation}
\|a^\dagger\psi_A\|^2=\langle\psi_A|aa^\dagger|\psi_A\rangle
=\|a\psi_A\|^2+\|\psi_A\|^2\geq\|\psi_A\|^2,
\end{equation}
so $\psi_A=0$. The zeroth level therefore occupies one sublattice in this valley.

For $n\geq1$, take
\begin{equation}
\Psi_{n,\pm}=\frac1{\sqrt2}\begin{pmatrix}|n-1\rangle\\\pm|n\rangle\end{pmatrix}.
\end{equation}
Since $a|n\rangle=\sqrt n\,|n-1\rangle$ and $a^\dagger|n-1\rangle=\sqrt n\,|n\rangle$,
\begin{equation}
H\Psi_{n,\pm}=\frac{\varepsilon\sqrt n}{\sqrt2}
\begin{pmatrix}\pm|n-1\rangle\\|n\rangle\end{pmatrix}
=\pm\varepsilon\sqrt n\,\Psi_{n,\pm}.
\end{equation}
The energies are thus $0$ and $\pm\varepsilon\sqrt n$. In the other valley $\pi_x$ enters with the opposite sign, which gives
\begin{equation}
H'=-\varepsilon\begin{pmatrix}0&a^\dagger\\a&0\end{pmatrix}.
\end{equation}
This exchanges the sublattices and reverses the energies. The spectrum is symmetric about zero, so it is the same in both valleys.

\subsection*{(c) The spacing at 10 T}

The zeroth energy is zero and the first positive energy is $\varepsilon$. With the magnetic length $l=\sqrt{\hbar/(eB)}$,
\begin{equation}
E_1-E_0=v\sqrt{2e\hbar B}=\frac{\sqrt2\,\hbar v}{l}.
\label{eq:spacing}
\end{equation}
At 10 T, $l=8.113$ nm, and the stated velocity gives $\hbar v=0.6582$ eV nm. Therefore
\begin{equation}
E_1-E_0=\frac{1.4142\times0.6582\ \text{eV nm}}{8.113\ \text{nm}}
=0.1147\ \text{eV}.
\end{equation}
The answer is about $115$ meV, or $4.22\times10^{-3}$ hartree.

The square root has a simple origin. The field confines an electron to a length of order $l$, so its momentum is of order $\hbar/l$, and a linear band turns this into an energy of order $\hbar v/l\propto\sqrt B$. As $B\to0$ the spacing vanishes and the continuous Dirac spectrum returns. At fixed $B$ the levels are unequally spaced: the next gap, $E_2-E_1=(\sqrt2-1)\varepsilon$, is smaller.

\subsection*{(d) Explicit states and degeneracy}

Choose $\mathbf A=(-By,0,0)$, which gives the required $B$ and leaves the momentum $\hbar k$ along $x$ conserved. With $\xi=y/l-kl$ and $eB=\hbar/l^2$,
\begin{equation}
\pi_x=\hbar k-eBy=-\frac{\hbar}{l}\xi,\qquad
\pi_y=-\frac{i\hbar}{l}\partial_\xi .
\end{equation}
Since $\sqrt{2\hbar eB}=\sqrt2\,\hbar/l$,
\begin{equation}
a=-\frac{\xi+\partial_\xi}{\sqrt2},\qquad
a^\dagger=-\frac{\xi-\partial_\xi}{\sqrt2}.
\end{equation}
Let $G=e^{ikx-\xi^2/2}$. Because $\partial_\xi G=-\xi G$,
\begin{align}
aG&=0,\qquad a^\dagger G=-\sqrt2\,\xi G,\\
a(-\sqrt2\,\xi G)&=(\xi+\partial_\xi)(\xi G)
=\xi^2G+G-\xi^2G=G .
\end{align}
Up to normalization, the states are
\begin{equation}
\Psi_0=\begin{pmatrix}0\\G\end{pmatrix},\qquad
\Psi_1=\begin{pmatrix}G\\-\sqrt2\,\xi G\end{pmatrix},
\end{equation}
and equation~(\ref{eq:ladder}) gives them energies $0$ and $\varepsilon$. The density of the zeroth state is proportional to $e^{-\xi^2}$, so its variance along $y$ is $l^2/2$.

Changing $k$ moves the centre $y=kl^2$ without changing the energy. In a sample of size $L_x\times L_y$, large compared with $l$, the allowed $k$ are $2\pi/L_x$ apart and the centres cover $L_y$. The number of states per level, valley and spin is therefore
\begin{equation}
\frac{L_y/l^2}{2\pi/L_x}=\frac{L_xL_y}{2\pi l^2}.
\end{equation}

This matters for the gated channel. Its quantum capacitance per area is $C_q=e^2\,\partial n_e/\partial\mu$, where $n_e$ is the electron density and $\mu$ the chemical potential. For sharp levels at zero temperature, $n_e$ stays constant while $\mu$ crosses the gap of part (c), so $C_q=0$ there. Level broadening and temperature make it finite. For sharp levels with fourfold spin and valley degeneracy, $C_q=e^2\,\frac{4}{2\pi l^2}\sum_n f_n(1-f_n)/(k_BT)$, with $f_n$ the Fermi occupation. At 10 T its minimum in the gap is $0.008\ \mu$F/cm$^2$ at 77 K, against $5.8\ \mu$F/cm$^2$ at the zeroth level. At 300 K the minimum is $1.2\ \mu$F/cm$^2$ against $1.7\ \mu$F/cm$^2$, so at room temperature the gap is largely filled in.

\subsection*{(e) Correction from the lattice}

Let $d$ be the bond length and $t$ the hopping. Let the bond vectors $\boldsymbol\delta_j$ point from an $A$ site to its three $B$ neighbours. In a uniform field, the hop from $B$ to $A$ along bond $j$ is represented by $\exp(i\boldsymbol\delta_j\cdot\boldsymbol\pi/\hbar)$. Applied to a wave function, this operator gives at $\mathbf r$ the value at $\mathbf r+\boldsymbol\delta_j$, multiplied by the magnetic phase accumulated along the straight bond.

The three bonds point at angles $2\pi j/3$, $j=0,1,2$, from a suitably chosen $x$ axis. With $\omega=e^{2\pi i/3}$,
\begin{equation}
\frac{\boldsymbol\delta_j\cdot\boldsymbol\pi}{\hbar}
=s(\omega^ja+\omega^{-j}a^\dagger),\qquad s=\frac{d}{\sqrt2\,l}.
\end{equation}
At the Dirac point of the chosen valley the three hops carry the additional phases $\omega^{-j}$. The operator from sublattice $B$ to sublattice $A$ is
\begin{equation}
D=t\sum_{j=0}^{2}\omega^{-j}
\exp\!\left[is(\omega^ja+\omega^{-j}a^\dagger)\right].
\end{equation}
Expand in $s$. The sum over $j$ retains only terms whose total power of $\omega$ is a multiple of three:
\begin{equation}
D=3ist\,a-\frac{3s^2t}{2}a^{\dagger2}
-\frac{is^3t}{2}\left(a^2a^\dagger+aa^\dagger a+a^\dagger a^2\right)+\cdots .
\end{equation}
The bracket equals $a(N+1)+aN+a(N-1)=3aN$. The first term reproduces the Dirac model if $3st=\varepsilon$, that is, if $t=2\hbar v/(3d)$. Dividing by $i\varepsilon$, a phase that does not affect the energies, gives
\begin{equation}
M=\frac{D}{i\varepsilon}
=a+\frac{is}{2}a^{\dagger2}-\frac{s^2}{2}aN+O(s^3).
\end{equation}

Eliminating $\psi_A$ from the two sublattice equations gives $E^2\psi_B=D^\dagger D\psi_B$. The values of $E^2/\varepsilon^2$ are thus the eigenvalues of
\begin{align}
M^\dagger M={}&N+\frac{is}{2}(a^{\dagger3}-a^3)\nonumber\\
&+s^2\left[\frac{(N+1)(N+2)}4-N^2\right]+O(s^3),
\end{align}
where $a^2a^{\dagger2}=(N+1)(N+2)$ was used. These operators do not act on the centre coordinate, so non-degenerate perturbation theory on one oscillator ladder suffices.

For $n=1$, the $s^2$ bracket contributes $s^2(6/4-1)=s^2/2$. The cubic term couples $|1\rangle$ to $|4\rangle$, with $|\langle4|a^{\dagger3}|1\rangle|^2=2\cdot3\cdot4=24$. Its second-order contribution is $(s^2/4)\,24/(1-4)=-2s^2$. For $n=0$, the corresponding contributions are $s^2/2$ and $(s^2/4)\,6/(0-3)=-s^2/2$, which cancel. To this order the zeroth level does not move, while
\begin{equation}
\frac{E_1^2}{\varepsilon^2}=1-\frac{3s^2}{2},\qquad
E_1-E_0\simeq\varepsilon\left(1-\frac{3s^2}{4}\right)
=\varepsilon\left(1-\frac{3d^2}{8l^2}\right).
\label{eq:lattice}
\end{equation}

For the rough value $d=0.142$ nm, the shift is
\begin{equation}
-\frac38\left(\frac{0.142}{8.113}\right)^2(114.74\ \text{meV})
=-0.013\ \text{meV}.
\end{equation}
Numerical diagonalization of a honeycomb ribbon 24 magnetic lengths wide, with $t=3.090$ eV, gives the same shift and a spacing of 114.72 meV. Its bulk zeroth state has variance $0.5001\,l^2$, in agreement with part (d).

With $v$, $d$ and $t$ held fixed and the width kept at 24 magnetic lengths, raising the field to 40 T gives a lattice spacing of 229.37 meV, close to twice the 10 T value. The relative lattice correction grows by a factor 4.003, as expected from $d^2/l^2\propto B$. The linear-band formula thus requires $d\ll l$, a condition well satisfied here.

This correction belongs to the nearest-neighbour model. In graphene, hopping $t_2$ between second neighbours also matters at this order. Apart from a constant, it adds to both sublattices a term of magnitude $(9/4)|t_2|d^2\pi^2/\hbar^2$, where $\pi^2=\pi_x^2+\pi_y^2=(2N+1)\hbar^2/l^2$. The mean of $2N+1$ is 1 in the zeroth level and $(1+3)/2=2$ in the first. The spacing therefore shifts by $(9/4)|t_2|d^2/l^2$ in magnitude, about 0.07 meV for a rough $|t_2|=0.1$ eV. The shift is linear in $t_2$, whose value is uncertain: $|t_2|=0.3$ eV would give 0.2 meV. The gap between the zeroth level and the first negative level shifts in the opposite direction. For either value the shift is larger than the nearest-neighbour correction but still small compared with the spacing.

\subsection*{(f) Other effects in an encapsulated sheet}

\paragraph{Spin.} With $g=2$, the Zeeman splitting at 10 T is 1.16 meV. If $g$ is the same in both levels, a transition that conserves spin keeps the spacing of part (c). The smallest separation between their spin sublevels is reduced by 1.16 meV. These are bare single-particle values. When one spin sublevel is filled and the other is empty, exchange enlarges the splitting. Unscreened Hartree--Fock within one level gives $\sqrt{\pi/2}\,E_C\approx56$ meV for $n=0$ and $11/16$ of this, 38 meV, for $n=1$, with $E_C$ defined below. Screening and disorder reduce these values, but in a clean sheet the effective $g$ need be neither 2 nor the same in both levels.

\paragraph{Disorder.} A rough quantum lifetime $\tau=0.1$ ps gives a level width $\hbar/\tau=6.6$ meV, about 6\% of the spacing. If this is the lifetime at 10 T, the low levels remain resolved. The gaps $\varepsilon(\sqrt{n+1}-\sqrt n)$ shrink with $n$ and fall below this width near $n=76$. A lifetime taken from zero field need not give the level width in a strong field. At fixed $\tau$ the spacing falls to the width at a sufficiently low field, and a description by separate levels then fails.

\paragraph{Temperature.} At 300 K, $k_BT=25.85$ meV. With the chemical potential at the zeroth level, the occupation of a state in the first level is
\begin{equation}
\frac1{e^{114.74/25.85}+1}=0.0117 .
\end{equation}
In this model, temperature changes the occupation and leaves the level energies unchanged.

\paragraph{Interactions.} For a rough effective relative permittivity $\kappa=4$, the Coulomb energy at separation $l$ is
\begin{equation}
E_C=\frac{e^2}{4\pi\epsilon_0\kappa l}=44\ \text{meV}.
\end{equation}
This is 39\% of the spacing and the largest of the energies estimated here. It is a scale, not a calculated shift: the shift depends on level filling, on screening and on how much of the interaction is already contained in $v$. Both $E_C$ and $\varepsilon$ vary as $1/l$, so at fixed $\kappa$ and $v$ a stronger field does not reduce their ratio.

\paragraph{Sublattice asymmetry.} Alignment with the boron nitride lattice can make the two sublattices inequivalent. Model this by adding $\Delta\sigma_z$ to $H$, with $\Delta>0$. Since $\sigma_z$ anticommutes with $H$, the squared Hamiltonian becomes $H^2+\Delta^2$. In both valleys the positive level with $n=1$ moves to $\sqrt{\varepsilon^2+\Delta^2}$. The zeroth level lies on sublattice $B$ in the first valley and on $A$ in the other, so its energy is $-\Delta$ or $+\Delta$ respectively. The spacings are
\begin{equation}
\sqrt{\varepsilon^2+\Delta^2}+\Delta
\quad\text{and}\quad
\sqrt{\varepsilon^2+\Delta^2}-\Delta .
\end{equation}
The single value of part (c) therefore assumes $\Delta\ll\varepsilon$, as intended for an unaligned sheet. The uniform $\Delta\sigma_z$ term is only part of what alignment does. An aligned sheet also has a moir\'e potential of period about 14 nm, or $1.7\,l$ at 10 T, with about 0.4 flux quantum per moir\'e cell. Its secondary Dirac points lie near 170 meV, close to $E_2=162$ meV. This potential broadens and splits the levels into subbands and is not described by the formulas above.

\paragraph{Comparison with a real device.} The velocity $10^6$ m/s is a typical rough value for graphene. A field of 10 T belongs to laboratory magnetotransport and is far above anything met in ordinary transistor operation. The permittivity and lifetime are rough, and the lifetime in particular varies between samples. Equation~(\ref{eq:spacing}) is linear in $v$, so a 10\% change in velocity at fixed field moves the spacing by about 11 meV. Real devices also break the independent-electron assumption, for which $E_C$ sets a scale of tens of meV. The value 115 meV is thus the single-particle spacing for the stated velocity; a measured transition energy can differ from it by much more than the lattice corrections of part (e).

\section*{Table of computed values}
\begin{verbatim}
Band velocity: 1.00e+06 m/s
Magnetic field: 10.0 T
Magnetic length: 8.113 nm
Spacing E1-E0, formula: 114.74 meV
Spacing E1-E0, formula: 4.2165e-03 hartree
Bond length (rough input): 0.142 nm
Hopping that gives this velocity: 3.090 eV
Lattice zeroth level, magnitude: 2.2e-12 meV
Lattice spacing E1-E0: 114.72 meV
Lattice minus formula: -0.0132 meV
Lattice ratio E2/E1: 1.41405 (no unit)
Zero-mode variance / l^2: 0.5001 (no unit)
Higher test field: 40.0 T
Lattice spacing at higher field: 229.37 meV
Growth of relative lattice correction: 4.003 (no unit)
Zeeman splitting, g = 2: 1.16 meV
Quantum lifetime (rough input): 0.10 ps
Lifetime width hbar/tau: 6.58 meV
Temperature of use: 300 K
Thermal energy kT: 25.85 meV
First-level occupation at neutrality: 1.17 percent
Relative permittivity (rough input): 4.0 (no unit)
Coulomb energy scale: 44.4 meV
Coulomb scale / spacing: 0.387 (no unit)
\end{verbatim}
